# Binodal and Spinodal of a Binary Monolayer Alloy, Derived Two Ways

A monolayer of MoS$_2$ in which part of the sulfur is replaced by tellurium can be grown hot, where the two chalcogens mix, and used at room temperature, where they may prefer to separate. Whether a uniform sheet resists separation depends on two different properties. Its free energy may be higher than that of some separated state, and it may or may not rise under small changes of composition. The first property fixes the binodal, the second the spinodal.

## Model and result

Let species A and B share the equivalent sites of a triangular lattice, with B on a fraction $x$ of them. Each site has $z=6$ neighbours, and a bond has energy $\varepsilon_{AA}$, $\varepsilon_{BB}$ or $\varepsilon_{AB}$. Define

$$w=\varepsilon_{AB}-\tfrac12(\varepsilon_{AA}+\varepsilon_{BB}),\qquad \Omega=zw>0 .$$

A positive $\Omega$ means that unlike neighbours cost energy. It is taken as independent of $x$ and of temperature $T$. Occupations are treated as random, all phases keep one crystal structure, and each phase may take its own lattice constant without stress. The last assumption matters greatly for the example below.

For $T<T_c=\Omega/2k$, with $k$ Boltzmann's constant, the binodal compositions are $x_b$ and $1-x_b$, and the spinodal compositions are $x_s$ and $1-x_s$:

$$x_b=\frac{1-m}{2},\quad m=\tanh\frac{\Omega m}{2kT}\ (m>0),\qquad x_s=\frac12\left[1-\sqrt{1-\frac{2kT}{\Omega}}\right].$$

## First derivation: comparing free energies

**The free energy.** With random occupation, the $z/2$ bonds per site have mean energy

$$\frac z2\left[x^2\varepsilon_{BB}+(1-x)^2\varepsilon_{AA}+2x(1-x)\varepsilon_{AB}\right].$$

Substitute $x^2=x-x(1-x)$ and $(1-x)^2=(1-x)-x(1-x)$. The result is a part linear in $x$ plus $\Omega x(1-x)$. When a sheet separates, its mean composition is conserved, so the linear part is unchanged and can be dropped.

The number of arrangements on $N$ sites is $N!/[(Nx)!(N-Nx)!]$. Stirling's formula, $\ln n!\simeq n\ln n-n$, gives an entropy per site $-k[x\ln x+(1-x)\ln(1-x)]$. Hence

$$f(x)=\Omega x(1-x)+kT[x\ln x+(1-x)\ln(1-x)],$$

$$f'(x)=\Omega(1-2x)+kT\ln\frac{x}{1-x},\qquad f''(x)=\frac{kT}{x(1-x)}-2\Omega ,$$

where the last line uses $1/x+1/(1-x)=1/[x(1-x)]$.

**The binodal.** Put $m=1-2x$. Then $\ln[x/(1-x)]=\ln[(1-m)/(1+m)]=-2\,\mathrm{artanh}\,m$, so $f'=0$ requires $\Omega m=2kT\,\mathrm{artanh}\,m$, which is the tanh equation. For $m>0$ the function $\tanh(\Omega m/2kT)$ is concave and leaves the origin with slope $\Omega/2kT$. It therefore meets the line $m$ once more if that slope exceeds 1, and otherwise not at all. This gives $T_c$.

Below $T_c$, $f'\to-\infty$ as $x\to0$, so $f$ falls until $x_b$ and then rises to $x=\frac12$. Since $f(x)=f(1-x)$, the points $x_b$ and $1-x_b$ are equal minima, joined by a horizontal common tangent.

To see that this tangent gives the lowest free energy, note first that

$$\mathrm{artanh}\,m=m+\frac{m^3}{3}+\frac{m^5}{5}+\dots<m+m^3+m^5+\dots=\frac{m}{1-m^2}.$$

At the binodal $\mathrm{artanh}(m)/m=\Omega/2kT$. Because $x(1-x)=(1-m^2)/4$,

$$f''(x_b)=\frac{4kT}{1-m^2}-2\Omega>4kT\,\frac{\Omega}{2kT}-2\Omega=0 .$$

For $x<x_b$, $f''$ is larger still. Let $\varphi$ equal $f$ outside the two minima and the constant $f(x_b)$ between them. Its slope never decreases, so $\varphi$ is convex, and $\varphi\le f$. For any set of phases with fractions $p_j$, compositions $y_j$ and mean $x=\sum p_jy_j$, convexity gives

$$\sum_jp_jf(y_j)\ge\sum_jp_j\varphi(y_j)\ge\varphi(x).$$

No separation does better than $\varphi$. Between the minima this value is reached by two phases whose B-rich fraction follows from conservation of B:

$$p=\frac{x-x_b}{1-2x_b}.$$

**The spinodal.** Setting $f''=0$ gives $x(1-x)=kT/2\Omega$, a quadratic equation whose roots are $x_s$ and $1-x_s$. Since $f''(x_b)>0$, the binodal lies outside the spinodal: $x_b<x_s$.

**Metastable or unstable.** Let site $i$ have mean occupation $x_i=x_0+\delta_i$ with $\sum\delta_i=0$. The mixing energy of a bond is

$$w[x_i(1-x_j)+x_j(1-x_i)]=w[x_i(1-x_i)+x_j(1-x_j)+(x_i-x_j)^2].$$

Each site belongs to $z$ bonds, so the first two terms sum to $\Omega\sum x_i(1-x_i)$. Therefore

$$F-F_0=\sum_i\left[f(x_0+\delta_i)-f(x_0)-f'(x_0)\delta_i\right]+w\sum_{\rm bonds}(\delta_i-\delta_j)^2 .$$

The term in $f'(x_0)$ has been subtracted freely because it sums to zero.

If $x_b<x_0<x_s$, the first sum is positive for every change that keeps all $x_i$ below $x_s$, because $f$ is convex there. Small changes thus raise $F$. Complete separation still lowers it in a large enough sheet, since its gain grows with area and its boundary cost with boundary length. This is metastability: a local minimum that is not the lowest state.

If $x_s<x_0<1-x_s$, the first sum is $\frac12f''\sum\delta_i^2<0$ for small changes, while the bond sum, relative to $\sum\delta_i^2$, vanishes as the wavelength grows. An arbitrarily weak long wave lowers $F$. This is instability.

## Second derivation: balancing exchange between rows

The same boundaries follow without counting arrangements or comparing phase mixtures.

**Balance at one site.** Replacing A by B at site $i$, with neighbours at their mean occupations, changes the energy by

$$\sum_j[(\varepsilon_{AB}-\varepsilon_{AA})-2wx_j]=\sum_jw(1-2x_j)+\text{constant}.$$

Let $\mu$ be the free energy that a reservoir supplies when it exchanges an A for a B, with the constant absorbed in it. The Boltzmann ratio for this site is $x_i/(1-x_i)=\exp\{[\mu-\sum_jw(1-2x_j)]/kT\}$.

Let the composition vary only from one close-packed row to the next. A site has two neighbours in its own row and two in each adjacent row. With $6w=\Omega$ and $4w=2\Omega/3$, solving for $\mu$ gives the local exchange potential

$$\mu_i=\mu_0(x_i)-\frac{2\Omega}{3}(x_{i+1}+x_{i-1}-2x_i),\qquad \mu_0(x)=\Omega(1-2x)+kT\ln\frac{x}{1-x}.$$

**Binodal: a boundary at rest.** Two phases coexist if a boundary between them carries no flow, so that $\mu_i=\mu$ everywhere. For a profile that is smooth on the scale of a row, the second difference becomes $x''$, with the row number as coordinate:

$$\frac{2\Omega}{3}x''=\mu_0(x)-\mu .$$

Multiply by $x'$ and integrate across the boundary, from composition $y_1$ to $y_2>y_1$. The left side is the change of $(\Omega/3)x'^2$, which is zero because the profile is flat at both ends. So

$$\mu_0(y_1)=\mu_0(y_2)=\mu,\qquad \int_{y_1}^{y_2}[\mu_0(x)-\mu]\,dx=0 .$$

A small deviation $\delta$ from an end value obeys $(2\Omega/3)\delta''=\mu_0'\delta$, which decays exponentially if $\mu_0'>0$ and oscillates if $\mu_0'<0$. The ends must therefore lie where $\mu_0$ rises. Below $T_c$ there are two such ranges, $x<x_s$ and $x>1-x_s$. As $\mu_0$ takes each value at most once in each range, $y_1$ lies in the first and $y_2$ in the second.

It remains to find $\mu$. Define $G(x)=\int_{1/2}^x[\mu_0(x')-\mu]dx'$, so that $G(y_1)=G(y_2)$. Since $\mu_0(1-x)=-\mu_0(x)$, the integral of $\mu_0$ is even about $\frac12$, and

$$G(1-x)=G(x)-\mu(1-2x).$$

In the upper range $G$ is convex with its minimum at $y_2$. Hence $G(y_2)\le G(1-y_1)=G(y_2)-\mu(1-2y_1)$, which requires $\mu\le0$. In the lower range the minimum is at $y_1$, so $G(y_1)\le G(1-y_2)=G(y_1)+\mu(2y_2-1)$, which requires $\mu\ge0$. Thus $\mu=0$, and $\mu_0(y)=0$ is the tanh equation again.

**Spinodal: the growth of a ripple.** Let neighbouring rows exchange atoms at a rate that drives B towards lower $\mu$, with flux $-M(\mu_{i+1}-\mu_i)/kT$ from row $i$ to $i+1$ and $M>0$. Conservation gives

$$\dot x_i=\frac{M}{kT}(\mu_{i+1}+\mu_{i-1}-2\mu_i)$$

to first order about a uniform alloy. For $x_i=x_0+a\cos qi$, a second difference multiplies the cosine by $-\kappa^2$, where $\kappa^2=2-2\cos q$. Applying this once in $\mu_i$ and once in the flow gives $\dot a=\lambda a$ with

$$\lambda=-\frac{M\kappa^2}{kT}\left[\mu_0'(x_0)+\frac{2\Omega}{3}\kappa^2\right].$$

If $\mu_0'>0$, every ripple decays. If $\mu_0'<0$, sufficiently long ripples grow. The boundary is $\mu_0'=kT/[x(1-x)]-2\Omega=0$, the spinodal found before.

## What each derivation assumes

Both replace a site's surroundings by their average, which is why $\mu_0=f'$. Both also omit coherency stress and other crystal structures.

The first needs no law of motion and no smooth boundary. It shows that no mixture of any number of phases has a lower bulk free energy, but it gives no rates. The second needs conserved exchange with positive mobility and, for the binodal, a boundary that is smooth on the scale of a row. In the example below this smoothness is lacking at 300 K: the boundary passes from $x=0.04$ to $0.96$ over four rows, and the discrete rows hold it at rest for $|\mu|$ up to about 0.1 meV, which shifts the end compositions by only about 0.0001. The derivation shows that two phases can rest in contact, not that they are the lowest state. In return it gives growth rates and wavelengths.

Two limits show how the curves behave. For $kT\ll\Omega$, the binodal condition gives $x_b\simeq e^{-\Omega/kT}$, while $x_s\simeq kT/2\Omega$. The solubility becomes exponentially small, but the stability limit shrinks only linearly, so the metastable range covers nearly all of $x<x_s$. Near $T_c$, put $t=T/T_c$ and expand $m=\tanh(m/t)$ to third order. This gives $m^2\simeq3(1-t)$, whereas the spinodal has $(1-2x_s)^2=1-t$. The two gaps close together, with widths in the ratio $\sqrt3=1.732$. The computed ratio at $0.999\,T_c$ is 1.7314.

## A sulfide-telluride sheet

Take $\Omega=0.10$ eV per chalcogen site, a round value intended for the rough regime of 2H MoS$_{2(1-x)}$Te$_{2x}$. At 300 K, $kT=0.02585$ eV and $\Omega/kT=3.868$, so $T_c=300\times3.868/2=580$ K.

The tanh equation gives $m=0.9507$ and $x_b=(1-0.9507)/2=0.025$. For the spinodal, $2kT/\Omega=0.517$ and $x_s=(1-\sqrt{0.483})/2=0.153$. Consider one alloy on each side of this limit:

- At $x=0.08$, $f''=0.02585/0.0736-0.2000=+0.151$ eV. Splitting into equal parts at $x\pm0.01$ costs 0.0076 meV per site, yet full separation gains 0.74 meV per site. The alloy is metastable, and its Te-rich fraction after separation would be $(0.08-0.0247)/0.9507=0.058$.
- At $x=0.30$, $f''=0.02585/0.21-0.2000=-0.077$ eV. The same small split already gains 0.0038 meV per site, and full separation gains 5.8 meV, with a Te-rich fraction of 0.29. The alloy is unstable.

Following the row equations in time, with $M$ equal to the mean of $x(1-x)$ over the two exchanging rows, in units of the exchange rate, tests this distinction. For a weak ripple this is $M=x_0(1-x_0)$. An eight-row ripple changes at a rate $-0.318$ for $x=0.08$ and $+0.180$ for $x=0.30$; the formula gives $-0.317$ and $+0.180$.

A large disturbance behaves differently. In 160 rows of mean composition 0.08, a seed of eight rows at 0.95 survives. This seed takes its Te from the other rows, which start at 0.034, so the starting state already lies 55 meV below the uniform sheet. When the seed is instead added to rows held at 0.08, one row at 0.95 dissolves and two rows grow. For the eight-row seed the outcome is as follows. The rows end between $x=0.0251$ and $0.9754$, close to the binodal pair, and $F$ is 75 meV lower than in the uniform sheet, per site along a row. Full separation without boundaries would gain $160\times0.738=118$ meV, so 43 meV remain. About 42 meV of this is the cost of the two boundaries; the rest lies in the background, which far from the seed is still at 0.031 when the run ends. On the straight route in composition from the uniform to the final state, $F$ first rises by 8 meV. This is an upper bound on the lowest barrier between these two states, per site along the row; the saddle point of the row equations in a large sheet lies at about 3.5 meV. For a compact island on the triangular lattice, the same mean-field free energy gives a critical nucleus of about 5.5 excess Te atoms and a total barrier of about 20 meV, or $0.8\,kT$. The alloy at $x=0.08$ is thus a local minimum of $F$, but one that thermal fluctuations cross easily once atoms can move.

At $x=0.30$, growth requires $\kappa^2<-3f''/2\Omega=1.15$, or wavelengths above 1.6 nm for a row spacing of 0.289 nm. Since $\lambda\propto\kappa^2(1.15-\kappa^2)$, the fastest growth is at half this $\kappa^2$, which corresponds to 2.3 nm. These lengths assume that no stress accompanies the ripple and that all of $\Omega$ is nearest-neighbour bond energy.

## What a real sheet changes

**Coherency stress** can reverse the verdict for a flat, unbroken sheet. Suppose first that the sheet cannot bend within its own plane. Let $\eta$ be the relative lattice mismatch per unit $x$, $Y$ the sheet stiffness, $\nu$ Poisson's ratio and $s$ the area per site. A stripe with composition deviation $\delta$ would like to strain by $\eta\delta$ in both directions. Its elastic strains $p$ along the stripe and $n$ across it cost, per area,

$$\frac{Y}{2(1-\nu^2)}(p^2+n^2+2\nu pn).$$

The sheet is free to relax across the stripes, so $n=-\nu p$ and the cost becomes $Yp^2/2$. Along the stripes all parts share one strain $e$, so $p=e-\eta\delta$. As the mean of $\delta$ is zero, the minimum is at $e=0$. The cost per site is $\frac12Y\eta^2s\langle\delta^2\rangle$, which adds $Y\eta^2s$ to $f''$.

Rough lattice constants of 0.316 and 0.352 nm give $\eta=0.108$ and $s=0.0483$ nm$^2$. With a rough $Y=100$ N/m $=624$ eV/nm$^2$, the added term is $624\times0.1078^2\times0.0483=0.35$ eV. This exceeds $2\Omega=0.20$ eV, so the total curvature for long waves is positive at every composition and temperature. Within linear elasticity, such a sheet does not decompose into stripes. At $x=0.30$ it is metastable against separation: long ripples decay, although separation into two stress-free flakes would still gain 5.8 meV per site. A sheet that is free to bend within its plane is less protected. A composition that varies linearly from edge to edge then bends the sheet without stressing it, so stress does not prevent this slow, sheet-wide change. For the sheet that cannot bend, with $\Omega$, $Y$ and $s$ held fixed, a spinodal at 300 K would need $\eta<0.057$. A mismatch of 0.108 also strains the random alloy itself. With $\langle\delta^2\rangle=x(1-x)$ the continuum estimate contributes $\frac12Y\eta^2s=0.175$ eV to $\Omega$, more than the whole 0.10 eV. In a real sheet $\Omega$ is then not a nearest-neighbour bond energy, so the gradient term and the wavelengths above do not carry over, and short-wave ordering of S and Te is not excluded.

**Correlations** shift the binodal as well. In a simulation of one chalcogen plane with nearest-neighbour bonds and the same $\Omega$, the binodal at 300 K is 0.039 instead of 0.025. At 450 K the simulated order is 0.006, zero within sampling error, whereas random mixing predicts $m=0.74$. In that plane the gap has closed well below 580 K. The exact critical temperature of that plane is $\Omega/(3k\ln3)=352$ K. With short-range bonds and thermal fluctuations the spinodal is also not a sharp line: the nucleation barrier falls to about $kT$ well before $x_s$ is reached, so nucleation passes gradually into spontaneous decomposition. Coupling between the two chalcogen planes is left out.

**Slow diffusion** can hide the distinction. At a growth temperature of 1000 K the smallest $f''$, at $x=\frac12$, is $+0.14$ eV, so the alloy mixes. For a rough hopping barrier of 2 eV and $10^{13}$ attempts per second, an atom waits about 1 ms per hop at 1000 K but $4\times10^{20}$ s at 300 K. A sheet cooled quickly can then stay uniform whatever the sign of $f''$. Its persistence is no evidence of metastability.

**A second crystal structure**, such as the 1T′ form of MoTe$_2$, would have its own free-energy curve. If that curve lies low enough, the common tangent joins different curves, and the symmetry about $x=\frac12$ used here is lost. The main computed values are collected in the numerical output.

## Numbers as computed

```
Omega = 0.100 eV per chalcogen site
kT at 300 K = 0.02585 eV; Omega/kT = 3.8682
Critical temperature = 580.2 K
Order parameter m at 300 K = 0.95067
Binodal at 300 K: x = 0.0247 and 0.9753
Spinodal at 300 K: x = 0.1525 and 0.8475
Gap half-width ratio at 0.999 Tc = 1.7314
f'' at x=0.5, growth 1000 K = 0.1447 eV
Alloy x = 0.08 at 300 K:
  f'' = 0.1512 eV
  split by +-0.01 changes f by 0.00760 meV/site
  full split changes f by -0.738 meV/site
  Te-rich phase fraction = 0.0582
  8-row ripple rate, simulated = -0.3179 per unit time
  8-row ripple rate, formula = -0.3174 per unit time
Alloy x = 0.30 at 300 K:
  f'' = -0.0769 eV
  split by +-0.01 changes f by -0.00384 meV/site
  full split changes f by -5.793 meV/site
  Te-rich phase fraction = 0.2896
  8-row ripple rate, simulated = 0.1799 per unit time
  8-row ripple rate, formula = 0.1801 per unit time
Row spacing = 0.2893 nm
Shortest unstable wavelength, x=0.30 = 1.60 nm
Fastest growing wavelength, x=0.30 = 2.33 nm
Seed test, x=0.08: 160 rows, 8 seed rows at 0.95
  final lowest and highest x = 0.0251, 0.9754
  F(final)-F(uniform) = -74.9 meV per site along a row
  highest rise on straight route = 8.05 meV per site along a row
Rough lattice constants = 0.316 and 0.352 nm
Mismatch eta = 0.1078; site area = 0.04831 nm2
Rough sheet stiffness = 100 N/m = 624.2 eV/nm2
Elastic term in f'' = 0.3503 eV; 2 Omega = 0.2000 eV
Lowest coherent f'' at 300 K = 0.2537 eV
Mismatch that removes coherent spinodal, 300 K = 0.0566
Simulated plane, 300 K: binodal x = 0.039
Simulated plane, 450 K: order m = 0.006
Random mixing, 450 K: m = 0.744, binodal x = 0.128
Rough hop barrier = 2.0 eV, attempts = 1e+13 1/s
Mean hop time: 4.0e+20 s at 300 K, 1.2e-03 s at 1000 K
```
